# Lossless entry into a parabolic-index bend with a linear curvature ramp

**Q.** A bent waveguide is a fixed piece of glass or polymer. Nothing in it moves, so where would a driven oscillator come from?

**A.** From reading distance along the guide as time. Take a planar guide and a scalar field $E$ of one frequency, with time factor $e^{-i\omega t}$. Let $s$ be distance along the axis, $\kappa(s)$ the axis curvature, and $x$ the offset from the axis, positive on the side away from the centre of curvature. The index is

$$n^2(x)=n_0^2(1-g^2x^2),\qquad k=2\pi n_0/\lambda .$$

At offset $x$ a step $ds$ of the axis has length $h\,ds$, with $h=1+\kappa x$, because the outer arc has the larger radius. The Helmholtz equation in these orthogonal coordinates is

$$\frac1h\left[\partial_s\!\left(\frac{E_s}{h}\right)+\partial_x(hE_x)\right]+k^2(1-g^2x^2)E=0 .$$

Multiply by $h^2$. The $s$ part becomes $E_{ss}-(h_s/h)E_s$, and its first derivative can be removed by $E=h^{1/2}\chi$:

$$E_s=h^{1/2}\left[\chi_s+\frac{h_s}{2h}\chi\right],$$
$$E_{ss}=h^{1/2}\left[\chi_{ss}+\frac{h_s}{h}\chi_s+\left(\frac{h_{ss}}{2h}-\frac{h_s^2}{4h^2}\right)\chi\right].$$

In the difference the $\chi_s$ terms cancel. The $x$ part, divided by $h^{1/2}$, is $h^2\chi_{xx}+2\kappa h\chi_x+\kappa^2\chi/4$, which equals $h\,\partial_x^2(h\chi)+\kappa^2\chi/4$. Hence

$$\chi_{ss}+h\,\partial_x^2(h\chi)+\left[\frac{\kappa^2}{4}+k^2h^2(1-g^2x^2)+\frac{h_{ss}}{2h}-\frac{3h_s^2}{4h^2}\right]\chi=0 .$$

No approximation has been made yet.

**Q.** That is second order in $s$. A Schrödinger equation is first order.

**A.** This is where the paraxial assumption enters. Put $\chi=e^{iks}\psi$, so that $\chi_{ss}=e^{iks}(\psi_{ss}+2ik\psi_s-k^2\psi)$. For weak guiding, small ray angles and $|\kappa x|\ll1$, drop $\psi_{ss}$, the derivatives of $h$ and $\kappa^2/4$, replace $h\partial_x^2h$ by $\partial_x^2$, and keep the leading part of

$$h^2(1-g^2x^2)-1\simeq 2\kappa x-g^2x^2 .$$

What remains is $2ik\psi_s+\psi_{xx}+k^2(2\kappa x-g^2x^2)\psi=0$. Division by $2k^2$ gives

$$\frac ik\psi_s=-\frac{1}{2k^2}\psi_{xx}+\left(\frac{g^2x^2}{2}-\kappa(s)x\right)\psi .$$

This is an oscillator of unit mass and frequency $g$, with $1/k$ in place of $\hbar$, pushed outward by the force $\kappa(s)$.

**Q.** You will tell me that no mode is excited. Which modes? The straight guide and the bend do not have the same ones.

**A.** The bend modes are the reference. At constant curvature, completing the square gives

$$\frac{g^2x^2}{2}-\kappa x=\frac{g^2}{2}\left(x-\frac{\kappa}{g^2}\right)^2-\frac{\kappa^2}{2g^2}.$$

The bend modes are therefore the straight modes $u_n$ moved outward by $\kappa/g^2$. For $\psi\propto e^{i\delta s}$ the left side of the wave equation is $-\delta\psi/k$, and the oscillator levels are $(n+\tfrac12)g/k$, so

$$\delta_n=\frac{k\kappa^2}{2g^2}-g\left(n+\tfrac12\right).$$

Consider a graded-index polymer guide of the kind used for board-level optical links, with rough typical values: $\lambda=0.85$ µm, $n_0=1.52$, core half-width 25 µm and index drop 0.015 from axis to edge. Then $k=11.24$ µm$^{-1}$ and $g=0.005606$ µm$^{-1}$. For a final radius of 5000 µm, $\kappa_1=2.00\times10^{-4}$ µm$^{-1}$, and the shift is $d=\kappa_1/g^2=6.37$ µm. The mode width $1/\sqrt{kg}$ is 3.99 µm, so the shift is not small.

**Q.** What does it cost to join the straight guide directly to that bend?

**A.** The overlap of two Gaussians $u_0\propto e^{-kgx^2/2}$ a distance $d$ apart is $e^{-kgd^2/4}$. The fraction of power entering the bend's lowest mode is its square, $e^{-N_0}$, with

$$N_0=\frac{kg\,d^2}{2}=\frac{k\kappa_1^2}{2g^3}.$$

Here $N_0=6.365^2/(2\times3.985^2)=1.276$. A fraction $1-e^{-1.276}=0.72$ goes elsewhere, a coupling loss of $10N_0/\ln10=5.5$ dB. This counts as lost all power outside the target mode. For this launch practically all of it is still in the core, in higher modes: paraxial propagation through the abrupt joint and a 90° arc removes less than $10^{-4}$ dB from the core. The 5.5 dB measures mode conversion, not power leaving the guide.

**Q.** With a gradual ramp you will solve for the centre of the beam. But a wave can also spread and distort while its centre moves.

**A.** A uniform force does not distort it in this model. Let $y=x-x_c(s)$ and try

$$\psi=e^{i[kx_c'y+S(s)]}\,\varphi(y,s).$$

Leaving out the common phase factor, the two derivative terms are

$$\frac ik\psi_s\to-\left(x_c''y-x_c'^2+\frac{S'}{k}\right)\varphi+\frac ik\varphi_s-\frac ik x_c'\varphi_y,$$
$$-\frac{\psi_{xx}}{2k^2}\to-\frac{\varphi_{yy}}{2k^2}-\frac ik x_c'\varphi_y+\frac{x_c'^2}{2}\varphi .$$

The potential is $\tfrac12g^2y^2+(g^2x_c-\kappa)y+\tfrac12g^2x_c^2-\kappa x_c$. The $\varphi_y$ terms cancel. The terms linear in $y$ vanish if

$$x_c''+g^2x_c=\kappa(s),$$

and those independent of $y$ vanish if $S'=k(\tfrac12x_c'^2-\tfrac12g^2x_c^2+\kappa x_c)$. Then

$$\frac ik\varphi_s=-\frac{\varphi_{yy}}{2k^2}+\frac{g^2y^2}{2}\varphi ,$$

the equation of the straight guide. A field that starts as $u_0$ stays $u_0$ in the moving frame. Apart from a common phase, the ramp can change only its position and its tilt.

**Q.** How do position and tilt become mode powers?

**A.** Measure from the centre of the local bend mode: $\eta=x-\kappa/g^2$, with displacement $\Delta=x_c-\kappa/g^2$. The lowering operator is

$$a=\sqrt{\frac{kg}{2}}\left(\eta+\frac{1}{kg}\partial_\eta\right),\qquad a\,u_n=\sqrt n\,u_{n-1}.$$

Acting on $f=e^{ikx_c'\eta}e^{-kg(\eta-\Delta)^2/2}$, the derivative brings down $ikx_c'-kg(\eta-\Delta)$. The terms in $\eta$ cancel, leaving $af=bf$ with

$$b=\sqrt{\frac{kg}{2}}\left(x_c-\frac{\kappa}{g^2}+\frac{i x_c'}{g}\right).$$

Write $f=\sum c_nu_n$. Then $\sqrt{n+1}\,c_{n+1}=b\,c_n$, so $c_n=c_0b^n/\sqrt{n!}$, and normalization gives

$$P_n=|c_n|^2=e^{-N}\frac{N^n}{n!},\qquad N=|b|^2 .$$

This is a Poisson law, and the single number $N$ decides the loss.

**Q.** Then how does $N$ depend on the ramp?

**A.** Differentiate $b$ and use $x_c''=\kappa-g^2x_c$:

$$b'=\sqrt{\frac{kg}{2}}\left[x_c'-ig\left(x_c-\frac{\kappa}{g^2}\right)-\frac{\kappa'}{g^2}\right]=-igb-\sqrt{\frac{k}{2g^3}}\,\kappa' .$$

The first two terms in the bracket are $-ig$ times the bracket that defines $b$. Curvature itself does not excite; its rate of change does. With $b(0)=0$, multiplying by $e^{igs}$ and integrating gives

$$N=\frac{k}{2g^3}\left|\int_0^L\kappa'(s)e^{igs}\,ds\right|^2 .$$

For a linear ramp $\kappa'=\kappa_1/L$, and

$$\int_0^Le^{igs}ds=\frac{e^{igL}-1}{ig}=e^{igL/2}\,\frac{2\sin(gL/2)}{g}.$$

Therefore

$$N=N_0\left[\frac{\sin(gL/2)}{gL/2}\right]^2 .$$

For $\kappa_1\ne0$ and $L>0$ this is zero if and only if $gL=2\pi m$ with $m=1,2,\dots$, that is, when the ramp holds a whole number of oscillation periods. As $L\to0$ it returns the abrupt value $N_0$. It never exceeds $4N_0/(gL)^2$, so slowness alone suppresses the excitation, while the whole-period lengths remove it.

In the example one period is $2\pi/g=1121$ µm, or 1.12 mm, and that ramp turns the guide by $\kappa_1L/2$, which is 6.4°. A half-period ramp has $N=1.276\,(2/\pi)^2=0.517$ and loses 2.2 dB. At 1.5 periods $N=0.057$, or 0.25 dB.

Direct numerical propagation of the paraxial equation gives an excited fraction of 0.404 at half a period, equal to $1-e^{-0.517}$. At one and at two periods it gives less than $10^{-12}$, zero within the error of the numerical steps.

**Q.** A force that always pushes outward should leave the beam moving outward. How can it end at rest?

**A.** The well pushes back. For $\kappa=\kappa_1s/L$, the solution starting at rest on the axis is

$$x_c=\frac{\kappa_1}{g^2L}\left[s-\frac{\sin gs}{g}\right],\qquad x_c'=\frac{\kappa_1}{g^2L}(1-\cos gs).$$

The first term follows the moving centre of the well, and the second is an oscillation about it. The slope never becomes negative, but it returns to zero after each period, at the moment when the position also agrees with the centre.

Inside the ramp the excitation is real. Midway through a one-period ramp $gs=\pi$, so the beam sits at the local centre with slope $2\kappa_1/(g^2L)$, and

$$N=\frac{kg}{2}\,\frac{4\kappa_1^2}{g^6L^2}=\frac{N_0}{\pi^2}=0.129 .$$

Stopping the ramp there would freeze that excitation in.

**Q.** If I cut the guide after the ramp and attach a straight piece on the same axis, do I still find all the power in mode 0?

**A.** No. The field is centred 6.37 µm off the axis, and its power in the straight mode 0 is $e^{-N_0}=0.279$. A second ramp can bring the light back.

Let the constant arc have length $A$ and let the curvature fall linearly over the same length $L$. If the first ramp leaves amplitude $b_1$, the second, with $\kappa'$ reversed, adds $-b_1$, while $b_1$ itself has turned by the phase $g(A+L)$. The final value is

$$N_{\rm out}=|b_1|^2\left|e^{-ig(A+L)}-1\right|^2=4N\sin^2\frac{g(A+L)}{2}.$$

For whole-period ramps $N=0$, and the arc may have any length. For other ramps the result depends on the arc. With half-period ramps it ranges from zero to $4\times2.25=9.0$ dB.

**Q.** Links of this kind are usually fed with many modes. Does your cancellation hold only for the lowest?

**A.** It holds for every input field of the ideal model. In the moving frame mode $n$ gains the phase $-g(n+\tfrac12)L$. For $gL=2\pi m$ this factor is $e^{-2\pi imn}e^{-i\pi m}=(-1)^m$, the same for all $n$. Since $x_c=d$ and $x_c'=0$ at the end,

$$\psi(x,L)=(-1)^me^{i\Theta}\,\psi(x-d,0),\qquad \Theta=S(L).$$

The whole field is carried across unchanged. To find $\Theta$, integrate $x_c'^2$ by parts. The boundary term vanishes because $x_c(0)=0$ and $x_c'(L)=0$, so $\int x_c'^2ds=-\int x_c(\kappa-g^2x_c)ds$. The integrand of $S$ reduces to $\tfrac12k\kappa x_c$, and

$$\Theta=\frac{k\kappa_1^2}{2g^2L^2}\int_0^L\left(s^2-\frac{s\sin gs}{g}\right)ds=\frac{k\kappa_1^2}{2g^2}\left[\frac L3+\frac1{g^2L}\right],$$

since $\int_0^Ls\sin gs\,ds=-L/g$ at a whole period. With $L=2\pi m/g$ this is $N_0[2\pi m/3+1/(2\pi m)]$, or $1.2757\times2.2536=2.87$ rad for $m=1$.

**Q.** And if the ramp misses a whole period, do higher modes suffer more?

**A.** They can. The shift and tilt together act, up to a phase, as $e^{ba^\dagger-b^*a}=e^{-N/2}e^{ba^\dagger}e^{-b^*a}$. Expanding both exponentials, the amplitude for mode $n$ to remain mode $n$ is

$$e^{-N/2}\sum_{j=0}^n\frac{(-N)^j}{(j!)^2}\frac{n!}{(n-j)!}=e^{-N/2}L_n(N),$$

where $L_n$ is the Laguerre polynomial. For mode 2 and the half-period ramp, $L_2=1-2N+N^2/2=0.0996$, so the surviving fraction is $e^{-0.517}\times0.0996^2=0.006$, against 0.60 for mode 0. For small $N$, $L_n\simeq1-nN$, and the lost fraction is about $(2n+1)N$.

**Q.** A linear ramp has corners in its curvature. A smooth one must be better.

**A.** Not at every length. Take $\kappa=\kappa_1\sin^2(\pi s/2L)$ and let $q=\pi/L$, so $\kappa'=\tfrac12\kappa_1q\sin qs$. Writing the sine as two exponentials and using $e^{\pm iqL}=-1$,

$$\int_0^L\sin(qs)\,e^{igs}ds=\frac{q\,(1+e^{igL})}{q^2-g^2},$$

$$N=N_0\,\frac{\cos^2(gL/2)}{[1-(gL/\pi)^2]^2}.$$

At half a period the numerator and denominator both vanish, and the limit is $\pi^2N_0/16=0.787$. At one period the formula gives $N_0/9=0.142$, where the linear ramp gives zero. At 1.5 periods the roles are exchanged: the smooth ramp gives zero and the linear one 0.057. For long ramps the smooth form falls as $L^{-4}$ instead of $L^{-2}$, so it is the more forgiving choice when space allows and the period is poorly known. A zero at every whole period is a property of the linear ramp, not of ramps in general.

**Q.** How exact must the length be, and does the rule survive a change of colour?

**A.** If $gL=2\pi m(1+\epsilon)$, then near the zero $\sin(gL/2)/(gL/2)\simeq\pm\epsilon$ and $N\simeq N_0\epsilon^2$, provided $m|\epsilon|\ll1$.

Suppose the index contrast is 10 % too high, with $L$ and $\kappa_1$ held fixed. Then $g$ rises by $\sqrt{1.1}$, about 4.9 %, and the full formula gives $N=0.0024$, or 0.010 dB. A contrast 10 % too low costs more: $N=0.0043$, or 0.019 dB.

The condition $gL=2\pi m$ does not contain $k$, so with $n_0$ and $g$ held fixed the zero stays in place. Propagation at 1.31 µm through the same one-period ramp leaves less than $10^{-12}$ excited. Real materials are dispersive, and a change of $g$ with wavelength enters through $\epsilon$.

**Q.** Your parabola falls without end, and you dropped several terms. What is left of the zero in a real core?

**A.** A small residue. Return to the equation for $\chi$, keep the curved operator

$$\mathcal A=h\,\partial_x^2h+\frac{\kappa^2}{4}+\frac{k^2h^2n^2(x)}{n_0^2},$$

hold the index constant beyond 25 µm, and propagate forward with $\chi_s=i\sqrt{\mathcal A}\,\chi$. This omits backward waves and the terms that contain derivatives of $h$ along $s$. At the core edge the $h_s^2$ term is about $2\times10^{-10}$ of the oscillator scale $kg$.

The bend-mode shift becomes 6.34 µm instead of 6.37 µm, and the half-period lost fraction 0.401 instead of 0.404. For the one-period ramp, mode 0 loses $6\times10^{-6}$ and mode 4 loses $1.5\times10^{-4}$. The cancellation is no longer perfect, but it remains strong.

For mode 0, leakage through the bend is far smaller. The tilted index lets this mode radiate beyond 51 µm, and the tunnelling factor to that point, $\exp(-2\int|k_x|dx)$ with $|k_x|$ the transverse decay rate, is about $10^{-26}$.

**Q.** Then what would limit a fabricated device?

**A.** Of the effects sized here, profile and contrast errors matter most for mode 0. Let 10 % of the index drop follow $x^4$ instead of $x^2$, with the edge index and $L$ fixed. The parabolic part is then 10 % weaker, so near the axis $g$ is about 5 % lower and $L$ is no longer a whole period; the levels are also no longer equally spaced. Mode 0 now loses $2.6\times10^{-3}$ in the ramp, or 0.011 dB. This is less than the $4.1\times10^{-3}$ of a pure parabola 10 % weaker, because the quartic part stiffens the well off the axis. Higher modes are more sensitive: mode 4 loses $9\times10^{-3}$ with the quartic profile and $3\times10^{-2}$ with the weaker parabola. An attenuation of 0.05 dB/cm, a rough value for such polymers, adds 0.006 dB over the ramp. All of these are small beside the 5.5 dB of mode conversion at the abrupt joint, which matters when the output must stay in mode 0. A receiver that collects every core mode would hardly notice that conversion for a mode-0 launch. It gains from the ramp for higher input modes: after an abrupt joint and a 90° arc, paraxial propagation leaves about 85 % of the power in the core for mode 4 and 48 % for mode 8.

The core size and wavelength are in the usual range for these guides, while the 5 mm radius was taken tight to make the effect large. The least typical assumption is a launch into mode 0. A multimode source also fills modes that reach the core edge. Mode $n$ has its turning point at $\sqrt{2n+1}\times3.99$ µm. In the straight guide this fits within 25 µm up to $n=19$, but after the 6.37 µm shift only up to $n=10$. For the modes above that the parabola is cut off within their reach, and their loss has not been computed here. Nor does a turning point inside the core guarantee confinement: in the bend the tilted index lets light tunnel outward, and for mode 10 the barrier is only about 1.5 µm wide. Paraxial propagation with the finite core, through the one-period ramp and then a 90° arc of 5 mm radius, leaves about 98 % of the power in the core for mode 8, 60 % for mode 9 and 1 % for mode 10. For such weakly held modes the terms dropped in the paraxial equation matter: with the full curved operator the leakage is somewhat weaker, and the arc alone passes about 99 %, 72 % and 2 %. The ramp removes the excitation caused by changing curvature, not this leakage from the bend itself. The vertical direction was taken as separable and in its lowest mode, and side-wall roughness was left out.

The design rule is thus conditional: a nearly parabolic profile, a linear ramp, a known $g$, and light in modes that the bend itself confines well, which here excludes the highest modes that still fit inside the core. A step-index silicon wire does not meet the first condition, and the rule should not be carried over to it. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
wavelength: 0.85 um
axial index n0: 1.52
core half-width: 25.0 um
index drop axis to edge: 0.015
final bend radius: 5000 um
final curvature kappa1: 2.00e-04 1/um
k: 11.2358 1/um
g: 0.005606 1/um
mode width 1/sqrt(kg): 3.985 um
one-period ramp length: 1120.9 um = 1.1209 mm
angle turned in that ramp: 6.42 deg
bend-mode shift d: 6.365 um
abrupt junction N0: 1.2757
abrupt junction lost fraction: 0.7208
abrupt junction loss: 5.540 dB
ramp/period | N formula | loss dB | excited fraction, propagated
  0.5 | 0.51704 | 2.2455 | 4.037e-01
  1.0 | 0.00000 | 0.0000 | 2.153e-13
  1.5 | 0.05745 | 0.2495 | 5.583e-02
  2.0 | 0.00000 | 0.0000 | 2.155e-13
  2.5 | 0.02068 | 0.0898 | 2.047e-02
one period, power in straight mode 0: 0.2792
mid-ramp N of one-period ramp: 0.1293
half period, survival of mode 2: 0.0059
phase Theta, one period: 2.8749 rad
raised cosine, 1.0 period, N: 0.1417
raised cosine, 1.5 period, N: 4.2e-14
one period at 1.31 um, excited: 1.4e-13
Full curved operator with finite core:
  bend-mode shift: 6.342 um
  beta0 - k, full: 0.004326 1/um
  beta0 - k, oscillator: 0.004348 1/um
  half period, lost fraction: 0.4008
  one period, lost from mode 0: 6.02e-06
  one period, lost from mode 4: 1.46e-04
  same, 10% quartic profile, mode 0: 2.56e-03
  quartic-profile loss: 0.0111 dB
dropped ramp-rate term / (k g): 2.4e-10
10% higher contrast, N: 2.38e-03
10% higher contrast, loss: 0.0103 dB
outer caustic of the bend: 51.0 um
log10 of tunnelling factor: -25.6
attenuation assumed: 0.05 dB/cm
attenuation over one-period ramp: 0.0056 dB
```
